# Why a free Fe²⁺ ion has a larger isomer shift than Fe³⁺

## Why high-spin Fe²⁺ has a larger isomer shift than Fe³⁺

### A charged shell around a hydrogen-like ion

Take one electron in the $ns$ state of a point nucleus of charge $Z$. Hartree atomic units and nonrelativistic mechanics are used throughout. The density at the nucleus is $\rho(0)=Z^3/\pi n^3$. Now add a small negative charge of magnitude $q$ on a thin sphere of radius $a>0$, which puts no density at $r=0$.

For charge $\sigma(r)$ per unit radius, Poisson's equation $\nabla^2V=\frac1r(rV)''=-\sigma/r^2$ reads $(rV)''=-\sigma/r$. For the shell, $rV=qr/a$ inside and $rV=q$ outside, since the slope must drop by $q/a$ at $r=a$. So $\Delta V=q/\max(r,a)$.

If $a$ lies far outside the orbital, the electron sees the constant $q/a$. Its energy rises, and its orbital and $\rho(0)$ do not change. If $a\to0$, then $\Delta V=q/r$ and $Z$ becomes $Z-q$, so $\delta\rho(0)=-3Z^2q/\pi n^3$. A charge that never touches the nucleus thus changes the contact density, by an amount that depends on the shell's radius and vanishes when the shell lies far outside the orbital. The sixth $d$ electron of Fe²⁺ is a stack of such shells lying across the $3s$ orbital.

### What the nucleus measures

Let $\delta V$ be the electron's potential energy for a spherical extended nucleus of charge density $\rho_N$, minus that for a point. Then $\nabla^2\delta V=4\pi[\rho_N-Z\delta(\mathbf r)]$, and $\delta V=0$ outside the nucleus. A self-consistent energy is stationary in the orbitals, so to first order it changes by $\int\rho\,\delta V\,d^3r$. Take $\rho\approx\rho(0)$ across the nucleus, write $1=\nabla^2(r^2/6)$, and integrate by parts twice, with no surface terms because $\delta V$ vanishes outside:
$$\Delta E=\rho(0)\int\frac{r^2}{6}\nabla^2\delta V\,d^3r=\frac{2\pi}{3}Z\langle r^2\rangle\rho(0).$$
The excited and ground nuclear states differ by $\Delta\langle r^2\rangle$, so the transition energy contains $\frac{2\pi}{3}Z\Delta\langle r^2\rangle\rho(0)$. A source approaching at velocity $v$ (counted positive) delivers $E_\gamma(1+v/c)$, so resonance occurs at
$$\delta=\alpha\,[\rho_A(0)-\rho_S(0)],\qquad \alpha=\frac{c}{E_\gamma}\frac{2\pi}{3}Z\,\Delta\langle r^2\rangle ,$$
with $A$ the absorber and $S$ the source. For ⁵⁷Fe, $\Delta\langle r^2\rangle<0$. This is an empirical nuclear input, and it makes a lower contact density a larger shift.

For angular momentum $l$, write the orbital as $u(r)Y_{lm}/r$. Near the origin the centrifugal term dominates for $l>0$, $u''\approx l(l+1)u/r^2$, whose regular solution is $u\approx c_l r^{l+1}$; for $l=0$ regularity gives $u\approx c_0r$ and $\rho(0)=u'(0)^2/4\pi$. For a uniform sphere of radius $R$ the enclosed charge $Zr^3/R^3$ gives $dV/dr=Zr/R^3$, and $V(R)=-Z/R$ fixes $V=-Z(3-r^2/R^2)/2R$. Integrating $c_l^2r^{2l+2}(V+Z/r)$ from $0$ to $R$ term by term,
$$\Delta E_l=c_l^2ZR^{2l+2}\left[\frac1{2l+2}-\frac{3}{2(2l+3)}+\frac1{2(2l+5)}\right].$$
For $l=0$ the bracket is $\frac12-\frac12+\frac1{10}$, which with $c_0^2=4\pi\rho(0)$ and $\langle r^2\rangle=\frac35R^2$ reproduces the formula above. For $l=2$ it is $\frac{21-27+7}{126}=\frac1{126}$. Since $c_l^2$ scales as $Z^{2l+3}$ in a Coulomb field, the shift of a shell of given $l$ relative to $s$ scales as $(ZR)^{2l}$. Numerical factors multiply this; for $3d$ against $3s$ they lower the ratio by more than four further orders of magnitude, as the values below show.

With the model radius $R=1.2A^{1/3}\,\mathrm{fm}=8.727\times10^{-5}a_0$, $ZR=2.27\times10^{-3}$. Exact solution of the hydrogen-like problem with $Z=26$ gives $5.141\times10^{-5}$ Ha for $3s$ against $5.156\times10^{-5}$ Ha from the formula, an excess of 0.3% of the exact value, of the order of $ZR$. For $3d$ it gives $5.946\times10^{-20}$ against $5.952\times10^{-20}$ Ha.

### How large: self-consistent ions

The model is a free ion with a point nucleus in the exchange-only local spin-density approximation. Fe³⁺ is $3d_\uparrow^5$. Fe²⁺ is $3d_\uparrow^5\,3d_\downarrow^1$, with the extra electron spread evenly over the five $m$ values so that the density is spherical. Each orbital obeys
$$-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+V_s\Big]u=\varepsilon u,\qquad V_s=-\frac Zr+V_H-\Big(\frac{6\rho_s}{\pi}\Big)^{1/3},$$
where $s$ labels spin, $(rV_H)''=-\sum n\,u^2/r$ over orbitals with occupations $n$, and the last term is the derivative of $E_x=-\frac34(6/\pi)^{1/3}\sum_s\int\rho_s^{4/3}d^3r$. The equations were solved in B-splines by the numerical check. The spin-summed contact densities, in $a_0^{-3}$, are:

| | $1s$ | $2s$ | $3s$ | total |
|---|---|---|---|---|
| Fe³⁺ | 10737.69 | 975.93 | 143.31 | 11856.92 |
| Fe²⁺ | 10737.98 | 975.97 | 140.95 | 11854.90 |
| change | +0.29 | +0.05 | −2.36 | −2.02 |

The absolute values carry these digits only so that the differences can be formed. The $3s$ density falls by 1.65% of its Fe³⁺ value, while $\langle r\rangle_{3s}$ grows from 0.8137 to 0.8213 $a_0$ (up) and from 0.8178 to 0.8242 $a_0$ (down). In the level shift the added $d$ electron acts directly like a contact density $c_2^2R^4/126\div\frac{2\pi}{5}=8.6\times10^{-15}a_0^{-3}$. The isomer shift is the change of the level shift with $R$, and $R^6$ against $R^2$ triples this figure, which remains negligible.

The numerical solution is tested in three ways. Under a scaling of lengths by $1/\eta$ the kinetic energy $T_k$ goes as $\eta^2$ and all potential terms, $E_x$ included, as $\eta$; stationarity at $\eta=1$ gives $E=-T_k$, which holds within $10^{-6}$. A second grid reproduces each shell change within $0.003\,a_0^{-3}$. An independent Gaussian-basis calculation gives the same energy difference between the ions, 1.0935 Ha, and a $3s$ density change at $r=0.01a_0$ of $-1.377$ against $-1.378\,a_0^{-3}$. That comparison is made off the origin because Gaussians have no cusp. Adding VWN correlation changes the $3s$ and total results to $-2.41$ and $-2.05$. The dependence on the exchange treatment is larger: in one moderate Gaussian basis, with the extra electron in a single $d$ orbital, unrestricted Hartree–Fock gives a total of $-2.17$ against $-1.96$ for exchange-only LDA, so the total is method-dependent at the level of 10%.

With the rough inputs $\Delta\langle r^2\rangle\approx-0.02\ \mathrm{fm}^2=-7.14\times10^{-12}a_0^2$ and $E_\gamma\approx14$ keV,
$$\Delta E_\gamma=\frac{2\pi}{3}(26)(-7.14\times10^{-12})(-2.016)=7.8\times10^{-10}\ \mathrm{Ha}=21\ \mathrm{neV}.$$
The coefficient is $\alpha=-0.23$ mm/s per $a_0^{-3}$, so $\delta(\mathrm{Fe^{2+}})-\delta(\mathrm{Fe^{3+}})=(-0.23)(-2.016)=+0.46$ mm/s. The nuclear input has one figure, so this means about 0.5 mm/s, and it uses nonrelativistic densities. Dirac $s$ orbitals in the same two potentials, without relativistic self-consistency, are denser at the nucleus by a factor of about 1.3 and give a total change near $-2.5\,a_0^{-3}$, or 0.56 mm/s with the same $\alpha$. The measured gap in ionic compounds is somewhat larger, typically about 0.7 to 0.9 mm/s.

### Why: bare screening

Superposing shells with weight $u_d^2(a)\,da$ gives the potential of the added electron, $\Delta V(r)=\int u_d^2(a)/\max(r,a)\,da$. It is flat near the origin at $\langle1/r\rangle_d=1.2126$ Ha and decreases outward, because $d\Delta V/dr=-r^{-2}\int_0^ru_d^2\,da$.

To first order, $(h-\varepsilon_i)\delta u_i=(\delta\varepsilon_i-\Delta V)u_i$, with $h$ the radial $s$ Hamiltonian. Projecting on $u_m$, $m\ne i$, gives $(\varepsilon_m-\varepsilon_i)\langle m|\delta u_i\rangle=-\Delta V_{mi}$, and normalization removes the $m=i$ component. Then, per spin,
$$\delta\rho_i(0)=\frac{2u_i'(0)\,\delta u_i'(0)}{4\pi}=\frac1{2\pi}\sum_{m\neq i}\frac{u_i'(0)\,u_m'(0)\,\Delta V_{mi}}{\varepsilon_i-\varepsilon_m}.$$
The summand is antisymmetric under $i\leftrightarrow m$, so mixing between occupied $s$ shells of one spin cancels in the total. The computed pieces of this kind are $-0.015$, $-0.659$ and $+0.673$ for $1s$, $2s$, $3s$, which sum to zero within rounding. Mixing with empty states gives $0.000$, $-0.607$ and $-8.171$. Adding the two kinds shell by shell, the bare response is $-0.015$, $-1.266$ and $-7.498\,a_0^{-3}$, in agreement with finite differences of diagonalized Hamiltonians.

The response is linear, $\delta\rho_{3s}(0)=\int g\,\Delta V\,dr$, with $g$ proportional to $u_{3s}$ times a sum over the other $u_m$, so $\int g\,dr=0$ by orthogonality. A unit shell at $a$ therefore gives
$$K(a)=\int_0^\infty\frac{g\,dr}{\max(r,a)}=\int_a^\infty g\Big(\frac1r-\frac1a\Big)dr ,$$
where $\frac1a\int g\,dr=0$ has been subtracted. $K$ dies with the tail of $u_{3s}$, as in the first limit of the opening case. Summed over spin, $K=-22.5$, $-12.4$, $-3.8$ and $-0.33\,a_0^{-3}$ at $a=0.3$, $0.7$, $1.0$ and $1.5\,a_0$. The program tests that $K<0$ for $0.2<a<2$ and that $\int u_d^2K\,da$ equals the bare $3s$ response within 1%. That average, $-7.5$, is twice $K(1.0)$ although $\langle r\rangle_d=1.118a_0$, so the inner flank of the $d$ orbital carries disproportionate weight.

### Why the sign is negative

The sum over states has no fixed sign term by term. The Fermi–Segrè argument supplies a semiclassical reason. In the allowed region $u\approx Cp^{-1/2}\sin\phi$, with $\phi'=p=\sqrt{2(\varepsilon-V)}$. Replacing $\sin^2\phi$ by $\frac12$, normalization gives $C^2T/4=1$, where $T=2\int_0^{r_t}dr/p$ is the classical period out to the turning point $r_t$ and back.

Near the nucleus $u''+2Zu/r\approx0$. Put $x=\sqrt{8Zr}$, so that $d/dr=(4Z/x)\,d/dx$, and $u=xf(x)$. Then $u''=(16Z^2/x)(f_{xx}+f_x/x-f/x^2)$ and $2Zu/r=16Z^2f/x$. Their sum vanishes for Bessel's equation of order one, so $u=A\sqrt r\,J_1(x)$. At small $x$, $J_1\approx x/2$ gives $u'(0)=A\sqrt{2Z}$. At large $x$, $J_1$ oscillates with amplitude $\sqrt{2/\pi x}$. Equating $A\,r^{1/2}(2/\pi)^{1/2}(8Zr)^{-1/4}$ with $C(r/2Z)^{1/4}$ gives $C=A(2/\pi)^{1/2}4^{-1/4}=A/\sqrt\pi$. Hence $u'(0)^2=2\pi ZC^2=8\pi Z/T$. Differentiating the quantization rule $\int p\,dr=\pi(n-\text{const})$ with respect to $n$ gives $\frac T2\,d\varepsilon/dn=\pi$. Together,
$$\rho_{ns}(0)\approx\frac{2Z}{T}=\frac Z\pi\frac{d\varepsilon}{dn}.$$
For a pure Coulomb field, $r=r_t\sin^2\theta$ with $r_t=Z/|\varepsilon|$ gives $p=\sqrt{2|\varepsilon|}\cot\theta$ and $T=4r_t\int_0^{\pi/2}\sin^2\theta\,d\theta/\sqrt{2|\varepsilon|}=\pi r_t/\sqrt{2|\varepsilon|}$. With $|\varepsilon|=Z^2/2n^2$ this is $2\pi n^3/Z^2$, and the formula is exact. In a screened ion it requires the pure Coulomb region and the WKB region to overlap, which is only approximately so.

A perturbation finite at the origin leaves $Z$ alone and shifts $\varepsilon_n$ by $\langle\Delta V\rangle_n$, so
$$\delta\rho_{ns}(0)\approx\frac Z\pi\frac{d\langle\Delta V\rangle_n}{dn}.$$
Higher $n$ samples larger $r$, where $\Delta V$ is lower, so the derivative is negative: screening crowds the levels, lengthens the orbit, and brings the electron to the nucleus less often. The opening limit $\Delta V=q/r$ is singular and changes the prefactor too. There $\langle1/r\rangle=Z/n^2$ gives $-2Z^2q/\pi n^3$, the prefactor gives $-(q/\pi)Z^2/n^3$, and the sum is the exact $-3Z^2q/\pi n^3$.

For iron, $\langle\Delta V\rangle=1.2125$, $1.1910$, $0.9475$, $0.4519$ Ha for $1s$ to $4s$ (spin down). Using these for both spins, a central difference at $3s$ gives $2\cdot\frac{26}{\pi}\cdot\frac{0.4519-1.1910}{2}=-6.1$, which is 18% short of the bare $-7.5$. At $2s$ the same recipe gives $-2.2$ against $-1.27$, so it yields the trend and not the values. With the full self-consistent potentials, the Fe³⁺ periods give $52/0.7371+52/0.7467=140.2$, which is 2% below the quantum 143.3. The periods lengthen to 0.7494 and 0.7560 in Fe²⁺, giving 138.2. The change, $-2.02$, is 14% short of the $3s$ change $-2.36$. It equals the all-shell total to three figures, and nothing in the derivation requires that.

### Relaxation returns most of it

The potentials are local and $V_H$ is linear in the density, so exactly
$$V_s^{2+}-V_s^{3+}=V_H[\text{added }d]+V_H[\text{relaxation}]+\Delta v_{x,s},$$
where relaxation means the density change of all other electrons. The change of $\rho(0)$ is the linear response integrated along the straight path between the two potentials. Evaluating it at the midpoint leaves an error of third order in the potential difference. All responses quoted here and above use the midpoint potential. In $a_0^{-3}$:

| | $1s$ | $2s$ | $3s$ | total |
|---|---|---|---|---|
| bare | −0.02 | −1.27 | −7.50 | −8.78 |
| relaxation | +0.27 | +1.55 | +5.53 | +7.34 |
| exchange | +0.04 | −0.23 | −0.39 | −0.58 |
| sum | +0.29 | +0.05 | −2.36 | −2.02 |

The sums reproduce the self-consistent differences. Moving charge outward at fixed total produces a potential with slope $-r^{-2}\times$(change of enclosed charge) $>0$, so the semiclassical rule predicts a positive relaxation term, and the program tests this sign for $3s$. Only $2.36/7.50=31\%$ of the bare $3s$ effect survives. The flatness of $\Delta V$ accounts for the small bare $1s$ term, but not for the small net $2s$ change: that is a near cancellation of terms above $1\,a_0^{-3}$, found numerically in this model. The net $1s$ rise comes mainly from relaxation, with a small exchange contribution; which shells cause it was not resolved.

The coupling can be read in reverse. Add $\lambda w(r)$ to the external potential and let $n$ be the $3d_\downarrow$ occupation. By stationarity only explicit dependences count: $\partial E/\partial\lambda=\int\rho w\,d^3r\equiv\langle w\rangle$ (Hellmann–Feynman), and $\partial E/\partial n$ is the orbital's expectation of the Kohn–Sham Hamiltonian, $\varepsilon_d$ (Janak's theorem). Equal mixed derivatives give $\partial\langle w\rangle/\partial n=\partial\varepsilon_d/\partial\lambda$. For a normalized Gaussian $w$ of width $0.03a_0$ at $n=0.5$, separate runs give $-0.5748\,a_0^{-3}$ on both sides. This is much smaller than $-2.02$ because the probe is not a contact probe: its width is comparable to $1/Z$, and the $3s$ change has already dropped from $-2.36$ to $-1.38$ at $0.01a_0$. The probe also samples $p$ density, so its response is not that of the $s$ shells alone.

### In practice

The signal is $2.02/11857=1.7\times10^{-4}$ of $\rho(0)$, so both species must be computed with the same grid or basis. The change must be summed over all $s$ shells: $1s$ and $2s$ add $+0.34\,a_0^{-3}$, and the $3s$ part alone would give 0.53 mm/s, about 17% above the all-shell value. An estimate that uses only the potential of the added electron fails badly here, since the bare total is more than four times the self-consistent one.

The steep $K(a)$ shows that the radial position of $d$ charge matters along with its count. At the bare level, charge at $1.5a_0$ screens $3s$ about forty times less than charge at $0.7a_0$. Neither this ratio nor its sign carries over to the relaxed ion, where the response of the other electrons opposes the bare effect and can exceed it: for a thin shell added to self-consistent Fe³⁺ in this model, the total contact density changes by about $-2.2\,a_0^{-3}$ per unit charge at $0.7a_0$ but by about $+0.5$ at $1.0a_0$ and $1.5a_0$. The consequence of delocalizing $d$ density onto ligands therefore has to be computed self-consistently.

Several effects lie outside the model and are absent from the tables, among them the following. Population of $4s$ adds contact density directly and so lowers $\delta$. Relativity enhances the $s$ density at the nucleus and admits $p_{1/2}$, while $d$ spinors still vanish there. Ligand fields break the spherical average. Because $\Delta\langle r^2\rangle$ enters isomer shifts only through $\alpha\,\Delta\rho$, $\alpha$ should be fitted to measured shifts of reference compounds, with densities from the same method that is then used for prediction. The free-ion calculation establishes the sign and rough size of the Fe²⁺–Fe³⁺ contact-density difference. The gap in $\delta$ follows only together with the empirical nuclear input, and the shift of a given compound is not determined.

## Computed results

```
Z = 26; R = 4.62 fm = 8.727e-05 a0; ZR = 2.27e-03
rough inputs: d<r2> = -0.02 fm^2 = -7.14e-12 a0^2; E_gamma = 14 keV
H-like 3s size shift (Ha): exact 5.14134e-05, formula 5.15624e-05
H-like 3d size shift (Ha): exact 5.9458e-20, formula 5.9522e-20
E total (Ha): Fe3+ -1257.1051, Fe2+ -1258.1985, difference 1.0935
Gaussian E (Ha): Fe3+ -1257.1019, Fe2+ -1258.1954, difference 1.0935
virial -E/T: 1.0000000  1.0000000
Fe3+ rho(0) 1s 2s 3s total (a0^-3): 10737.688  975.925  143.306  11856.918
Fe3+ rho_3s(0) up down (a0^-3): 72.201  71.105
Fe3+ eps_3s up down (Ha): -4.7437  -4.5009 ; <r>_3s (a0): 0.8137  0.8178
Fe2+ rho(0) 1s 2s 3s total (a0^-3): 10737.982  975.973  140.947  11854.902
Fe2+ rho_3s(0) up down (a0^-3): 70.848  70.099
Fe2+ eps_3s up down (Ha): -4.0423  -3.8661 ; <r>_3s (a0): 0.8213  0.8242
change 1s 2s 3s total (a0^-3): 0.294  0.048  -2.359  -2.016
change 3s up down (a0^-3): -1.352  -1.006
relative change of rho_3s(0): -1.65 %
with VWN, change 1s 2s 3s total (a0^-3): 0.298  0.060  -2.409  -2.051
3s change at r=0.01 a0 (a0^-3): spline -1.378, Gaussian -1.377
added 3d: <r> = 1.118 a0, <1/r> = dV(0) = 1.2126 Ha
added 3d, equivalent contact density = 8.6e-15 a0^-3
<dV_bare> in 1s 2s 3s 4s, spin down (Ha): 1.2125  1.1910  0.9475  0.4519
K(a) at a = 0.3 0.7 1.0 1.5 3.0 a0 (a0^-3): -22.513  -12.362  -3.793  -0.332  -0.000
bare: 1s 2s 3s total (a0^-3): -0.015  -1.266  -7.498  -8.779
relax: 1s 2s 3s total (a0^-3): 0.267  1.546  5.526  7.339
exch: 1s 2s 3s total (a0^-3): 0.041  -0.231  -0.386  -0.576
sum of parts 1s 2s 3s total (a0^-3): 0.294  0.048  -2.358  -2.016
bare, finite difference 1s 2s 3s (a0^-3): -0.015  -1.266  -7.498
bare, mixing with occupied s (a0^-3): -0.015  -0.659  0.673
bare, mixing with empty s (a0^-3): 0.000  -0.607  -8.171
period T_3s up down (a.u.): Fe3+ 0.7371  0.7467 ; Fe2+ 0.7494  0.7560
2Z/T spin sum (a0^-3): Fe3+ 140.19, Fe2+ 138.17, change -2.02
reciprocity (a0^-3): d<w>/dn = -0.5748, d eps_d/d lambda = -0.5748
alpha = -0.23 mm/s per a0^-3
dE_gamma = 7.84e-10 Ha = 21 neV
delta(Fe2+) - delta(Fe3+) = 0.46 mm/s; 3s alone 0.53 mm/s
```
